# Composite NMR shieldings: increments, cubic extrapolation and tests of additivity: a program that tests the result

```python
"""Composite NMR shieldings tested on HF, CO and N2.
Result under test:
  sigma = sigma_HF(large) + [sigma_MP2 - sigma_HF](X^-3 limit)
          + [sigma_CCSD(T) - sigma_MP2](small basis)
sigma = alpha^2 d2E/dB dm (isotropic mean), B = magnetic field,
m = nuclear moment, X = cardinal number of the basis (D=2, T=3, Q=4).
The molecule lies on z, the nucleus of interest at z=0, B is along x.
London orbitals to first order in B: chi*(1 + i*B*c*y), c=(Z-origin)/2.
Orbitals odd in y carry a factor i, which makes every matrix real.
Density fitting: (pq|rs) = sum_P s_P L_Ppq L_Prs, where s_P = -1 for
auxiliary functions odd in y and +1 for the others.
All matrices are in atomic units; shieldings are in ppm.
"""
import os
for variable in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS',
                 'MKL_NUM_THREADS'):
    os.environ[variable] = '1'
from functools import partial
from itertools import permutations
from types import SimpleNamespace
import numpy as np
from scipy.constants import alpha
from scipy.linalg import eigh, cholesky, solve_triangular, block_diag
from pyscf import gto, scf, df, dft, cc, lib, ao2mo

ein = partial(np.einsum, optimize=True)
PPM = alpha**2 * 1e6
B_STEP, M_STEP = 0.005, 0.001


def cartesian_powers(l):
    return [(i, j, l - i - j) for i in range(l, -1, -1)
            for j in range(l - i, -1, -1)]


def count_cartesian(bas):
    l = bas[:, 1]
    return int(np.sum((l + 1) * (l + 2) // 2 * bas[:, 3]))


def y_raising_matrix(mol):
    """Expand y*chi in Cartesian shells of one higher angular momentum."""
    norm = {0: np.sqrt(1 / (4 * np.pi)), 1: np.sqrt(3 / (4 * np.pi))}
    blocks = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        low, high = cartesian_powers(l), cartesian_powers(l + 1)
        mat = np.zeros((len(high), len(low)))
        for col, (i, j, k) in enumerate(low):
            mat[high.index((i, j + 1, k)), col] = (
                norm.get(l, 1.0) / norm.get(l + 1, 1.0))
        blocks += [mat] * mol.bas_nctr(shell)
    return block_diag(*blocks) @ mol.cart2sph_coeff(normalized='sp')


def odd_in_x_and_y(mol):
    """Reflection parities of real spherical Gaussian functions."""
    labels = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        ms = [1, -1, 0] if l == 1 else list(range(-l, l + 1))
        labels += ms * mol.bas_nctr(shell)
    m = np.array(labels)
    odd_y = m < 0
    return (abs(m) + odd_y) % 2 == 1, odd_y


def setup(atoms, bond, basis, origin=0.0, fit='cc-pvtz-jkfit', keep=False):
    """Zero-field matrices and all first-order field matrices."""
    mol = gto.M(atom=[(atoms[0], (0, 0, 0)), (atoms[1], (0, 0, bond))],
                unit='Bohr', basis=basis, verbose=0)
    aux = df.addons.make_auxmol(mol, fit)
    n = mol.nao_nr()
    s0 = mol.intor('int1e_ovlp')
    h0 = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    ydip = mol.intor('int1e_r')[1]
    _, shell_a, _, n_a = mol.aoslice_by_atom()[0]
    c = np.full(n, (bond - origin) / 2)
    c[:n_a] = -origin / 2

    # Density-fitting factors without field.
    low = cholesky(aux.intor('int2c2e'), lower=True)
    raw = df.incore.aux_e2(mol, aux, 'int3c2e', aosym='s2ij')
    packed = solve_triangular(low, raw.T, lower=True)
    packed = np.ascontiguousarray(packed)
    l0 = lib.unpack_tril(packed)

    # First-order London factors: only pairs on different atoms change.
    up = mol._bas.copy()
    up[:, 1] += 1
    bas = np.vstack([mol._bas, up])
    nb = mol.nbas
    to_sph = mol.cart2sph_coeff(normalized='sp')
    left = to_sph[:count_cartesian(mol._bas[:shell_a]), :n_a]
    right = y_raising_matrix(mol)[count_cartesian(up[:shell_a]):, n_a:]
    pair = (0, int(shell_a), nb + int(shell_a), 2 * nb)
    ov = gto.moleintor.getints('int1e_ovlp_cart', mol._atm, bas,
                               mol._env, shls_slice=pair)
    assert abs(left.T @ ov @ right - ydip[:n_a, n_a:]).max() < 1e-8
    atm, bas, env = gto.conc_env(mol._atm, bas, mol._env,
                                 aux._atm, aux._bas, aux._env)
    cart = gto.moleintor.getints('int3c2e_cart', atm, bas, env,
                                 shls_slice=pair + (2*nb, 2*nb + aux.nbas))
    block = np.tensordot(cart, aux.cart2sph_coeff(normalized='sp'), (2, 0))
    block = np.tensordot(left, block, (0, 0))
    block = np.tensordot(block, right, (1, 0)).transpose(1, 0, 2)
    block = solve_triangular(low, block.reshape(len(low), -1), lower=True)
    block = block.reshape(len(low), n_a, n - n_a) * bond / 2
    l1 = np.zeros_like(l0)
    l1[:, :n_a, n_a:] = block
    l1[:, n_a:, :n_a] = -block.transpose(0, 2, 1)

    # One-electron field matrices by quadrature over x>=0, y>=0.
    odd_x, odd_y = odd_in_x_and_y(mol)
    parity = odd_y.astype(float)
    turn = parity[:, None] - parity[None, :]
    same_x = odd_x[:, None] == odd_x[None, :]
    same_y = odd_y[:, None] == odd_y[None, :]
    even = (same_x & same_y).astype(float)
    odd = (same_x & ~same_y).astype(float)
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    quarter = (grid.coords[:, 0] > -1e-9) & (grid.coords[:, 1] > -1e-9)
    coords = np.ascontiguousarray(grid.coords[quarter])
    x, y, z = coords.T
    w = grid.weights[quarter] * (1.0 + (x > 1e-9)) * (1.0 + (y > 1e-9))
    f, fx, fy, fz = dft.numint.eval_ao(mol, coords, deriv=1)
    r = np.sqrt(x*x + y*y + z*z)
    r_b = np.sqrt(x*x + y*y + (z - bond)**2)
    pot = -mol.atom_charge(0) / r - mol.atom_charge(1) / r_b

    def col(values):
        return (w * values)[:, None]

    assert abs(even * (f.T @ (col(1.0) * f)) - s0).max() < 5e-4
    ham_y = 0.5 * (fx.T @ (col(y) * fx) + fy.T @ (col(y) * fy + col(1.0) * f)
                   + fz.T @ (col(y) * fz)) + f.T @ (col(pot * y) * f)
    ang = f.T @ (col(y) * fz - col(z - origin) * fy)
    ang = (ang - ang.T) / 2
    h_b = odd * (-ang / 2 + ham_y * c - c[:, None] * ham_y.T)
    r3 = r**3
    nuc = f.T @ (col(y / r3) * fz - col(z / r3) * fy)
    h_m = odd * (nuc.T - nuc) / 3
    nuc_y = f.T @ (col(y*y/r3) * fz - col(y*z/r3) * fy - col(z/r3) * f)
    dia = (2 * (y*y + (z - origin)*z) + x*x + y*y) / (6 * r3)
    h_bm = f.T @ (col(dia) * f)
    h_bm += 2 / 3 * (nuc_y * c + c[:, None] * nuc_y.T)
    h_bm = even * (h_bm + h_bm.T) / 2
    s_b = (c - c[:, None]) * ydip
    plain = (s_b, h_b, h_m, l0.copy(), l1.copy()) if keep else None

    # Factor i on y-odd orbitals: everything becomes real.
    aux_odd = odd_in_x_and_y(aux)[1]
    size = np.linalg.norm(l0)
    keep_y = same_y.astype(float)
    l0 *= np.where(aux_odd[:, None, None], -turn, keep_y)
    l1 *= np.where(aux_odd[:, None, None], keep_y, turn)
    assert abs(np.linalg.norm(l0) / size - 1) < 1e-10
    sign = np.where(aux_odd, -1.0, 1.0)

    nocc = mol.nelectron // 2
    guess = np.asarray(scf.hf.init_guess_by_minao(mol))
    orb = eigh(s0 @ guess @ s0, s0)[1][:, -nocc:]
    d = SimpleNamespace(mol=mol, s0=s0, h0=h0, l0=l0, l1=l1, nocc=nocc,
                        s_b=turn*s_b, h_b=turn*h_b, h_m=turn*h_m,
                        h_bm=h_bm, sign=sign, packed=packed, plain=plain)
    d.e0, d.eps0, d.orb0 = hartree_fock(s0, h0, l0, orb)
    return d


def diis(vectors, errors):
    """Error-minimizing mixture of the latest trial vectors."""
    del vectors[:-8], errors[:-8]
    gram = np.array([[np.vdot(a, b) for b in errors] for a in errors])
    scale = 1 / np.sqrt(np.diag(gram))
    coef = np.linalg.lstsq(gram * np.outer(scale, scale), scale,
                           rcond=None)[0] * scale
    coef /= coef.sum()
    return sum(k * v for k, v in zip(coef, vectors))


def hartree_fock(s, h, fac, occ):
    """Closed-shell SCF; electronic energy, orbital energies, orbitals.

    Antisymmetric factors (s_P = -1) give no Coulomb term, and their
    exchange sign is absorbed by transposing one factor.
    """
    naux, n, _ = fac.shape
    nocc = occ.shape[1]
    trials, errors = [], []
    for _ in range(80):
        half = (fac.reshape(-1, n) @ occ).reshape(naux, n, nocc)
        rho = 2 * half.reshape(naux, -1) @ occ.ravel()
        half = half.transpose(1, 0, 2).reshape(n, -1)
        fock = h + (rho @ fac.reshape(naux, -1)).reshape(n, n)
        fock = fock - half @ half.T
        dens = occ @ occ.T
        energy = np.sum((h + fock) * dens)
        err = fock @ dens @ s
        err = err - err.T
        if abs(err).max() < 3e-10:
            eps, orb = eigh(fock, s)
            return energy, eps, orb
        trials.append(fock)
        errors.append(err)
        occ = eigh(diis(trials, errors), s)[1][:, :nocc]
    raise RuntimeError('SCF not converged')


def mp2(fac, sign, eps, orb, o):
    b = orb[:, :o].T @ fac @ orb[:, o:]
    v = len(eps) - o
    b = b.reshape(len(fac), -1)
    g = ((sign[:, None] * b).T @ b).reshape(o, v, o, v)
    gap = eps[None, o:] - eps[:o, None]
    den = gap[:, :, None, None] + gap[None, None]
    return -np.sum(g * (2*g - g.transpose(0, 3, 2, 1)) / den)


def coupled_cluster(h, fac, sign, eps, orb, o):
    """Closed-shell CCSD and (T) correlation energies."""
    def pair(spec, a, b):
        return ein(spec, sign[:, None, None] * a, b)

    lm = orb.T @ fac @ orb
    hm = orb.T @ h @ orb
    n = len(eps)
    v = n - o
    O, V = slice(0, o), slice(o, n)
    ov = lm[:, O, V]
    k = pair('Pkc,Pld->kcld', ov, ov)
    k_anti = 2*k - k.transpose(0, 3, 2, 1)
    ladder = pair('Ppc,Pqd->pqcd', lm[:, :, V], lm[:, :, V])
    ladder = ladder.reshape(n*n, v*v)
    d1 = eps[O, None] - eps[None, V]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    g_vo = pair('Pai,Pbj->ijab', lm[:, V, O], lm[:, V, O])
    t1 = np.zeros((o, v))
    t2 = g_vo / d2
    trials, errors = [], []
    for _ in range(80):
        bra, ket = np.eye(n), np.eye(n)
        bra[V, O], ket[V, O] = -t1.T, t1.T
        lt = bra @ lm @ ket
        oo, vo, vv = lt[:, O, O], lt[:, V, O], lt[:, V, V]
        charge = sign * ein('Pkk->P', oo)
        fock = (bra @ hm @ ket + 2*ein('Ppq,P->pq', lt, charge)
                - pair('Ppk,Pkq->pq', lt[:, :, O], lt[:, O, :]))
        u = 2*t2 - t2.transpose(0, 1, 3, 2)
        yv = ein('Pkc,kicd->Pid', sign[:, None, None] * ov, u)
        r1 = (fock[V, O].T + ein('Pad,Pid->ia', vv, yv)
              - ein('Pki,Pka->ia', oo, yv)
              + ein('ikac,kc->ia', u, fock[O, V]))
        zz = ladder @ t2.transpose(2, 3, 0, 1).reshape(v*v, o*o)
        zz = zz.reshape(n, n, o, o)
        r2 = pair('Pai,Pbj->ijab', vo, vo)
        r2 = r2 + ein('ap,bq,pqij->ijab', bra[V], bra[V], zz)
        r2 = r2 + ein('klab,klij->ijab', t2,
                      pair('Pki,Plj->klij', oo, oo) + zz[O, O])
        exch = pair('Pki,Pac->kiac', oo, vv)
        q = -ein('kjbc,kiac->ijab', t2,
                 exch - 0.5*ein('liad,kdlc->kiac', t2, k))
        ring = (2*pair('Pai,Pkc->aikc', vo, ov) - exch.transpose(2, 1, 0, 3)
                + 0.5*ein('ilad,ldkc->aikc', u, k_anti))
        f_vv = fock[V, V] - ein('Pkb,Pkc->bc', yv, ov)
        f_oo = fock[O, O] + ein('Pkd,Pjd->kj', ov, yv)
        part = (0.5*q + q.transpose(1, 0, 2, 3)
                + 0.5*ein('jkbc,aikc->ijab', u, ring)
                + ein('ijac,bc->ijab', t2, f_vv)
                - ein('ikab,kj->ijab', t2, f_oo))
        r2 = r2 + part + part.transpose(1, 0, 3, 2)
        step = np.concatenate([(r1/d1).ravel(), (r2/d2).ravel()])
        if np.linalg.norm(step) < 1e-9:
            break
        trials.append(np.concatenate([t1.ravel(), t2.ravel()]) + step)
        errors.append(step)
        new = diis(trials, errors)
        t1, t2 = new[:o*v].reshape(o, v), new[o*v:].reshape(o, o, v, v)
    else:
        raise RuntimeError('CCSD not converged')
    tau = t2 + ein('ia,jb->ijab', t1, t1)
    e_sd = float(np.sum(tau * k_anti.transpose(0, 2, 1, 3)))

    vo, vv = lm[:, V, O], lm[:, V, V]
    g1 = pair('Pai,Pbd->iabd', vo, vv).reshape(o, v*v, v)
    g2 = pair('Pck,Plj->kjlc', vo, lm[:, O, O])
    ev = eps[V]
    esum = ev[:, None, None] + ev[None, :, None] + ev[None, None, :]
    e_t = 0.0
    for i in range(o):
        for j in range(i + 1):
            for kk in range(j + 1):
                idx = (i, j, kk)
                weight = {1: 0, 2: 3, 3: 6}[len(set(idx))]
                if weight == 0:
                    continue
                wt = np.zeros((v, v, v))
                for p in permutations(range(3)):
                    a, b, c = (idx[s] for s in p)
                    term = g1[a] @ t2[c, b].T
                    term = term - t2[a].reshape(o, -1).T @ g2[c, b]
                    back = tuple(p.index(s) for s in range(3))
                    wt += term.reshape(v, v, v).transpose(back)
                full = (wt + t1[i][:, None, None] * g_vo[j, kk][None]
                        + t1[j][None, :, None] * g_vo[i, kk][:, None, :]
                        + t1[kk][None, None, :] * g_vo[i, j][:, :, None])
                mix = (4*wt + wt.transpose(1, 2, 0) + wt.transpose(2, 0, 1)
                       - 2*(wt.transpose(2, 1, 0) + wt.transpose(0, 2, 1)
                            + wt.transpose(1, 0, 2)))
                den = eps[i] + eps[j] + eps[kk] - esum
                e_t += weight / 3 * np.sum(full * mix / den)
    return e_sd, e_t


def field_matrices(d, b, m):
    return (d.s0 + b*d.s_b,
            d.h0 + b*d.h_b + m*d.h_m + b*m*d.h_bm, d.l0 + b*d.l1)


def shielding(d, use_cc=False, b=B_STEP, m=M_STEP):
    """Isotropic shieldings [HF, MP2, (CCSD, CCSD(T))] in ppm."""
    s, h, fac = field_matrices(d, b, 0.0)
    energies = []
    for moment in (m, -m):
        hh = h + moment*d.h_m + b*moment*d.h_bm
        e, eps, orb = hartree_fock(s, hh, fac, d.orb0[:, :d.nocc])
        row = [e, e + mp2(fac, d.sign, eps, orb, d.nocc)]
        if use_cc:
            e_sd, e_t = coupled_cluster(hh, fac, d.sign, eps, orb, d.nocc)
            row += [e + e_sd, e + e_sd + e_t]
        energies.append(row)
    return PPM * (np.array(energies[0]) - energies[1]) / (2*b*m)


def cubic_limit(fx, x, fy, y):
    return (y**3 * fy - x**3 * fx) / (y**3 - x**3)


# CCSD is exact for two electrons: compare the real-matrix result with
# diagonalization of the original complex Hamiltonian.
h2 = setup(('H', 'H'), 1.4, 'cc-pvdz', keep=True)
b, m = 0.1, 0.05
s, h, fac = field_matrices(h2, b, m)
e, eps, orb = hartree_fock(s, h, fac, h2.orb0[:, :1])
e_cc = e + coupled_cluster(h, fac, h2.sign, eps, orb, 1)[0]
s_b, h_b, h_m, l0, l1 = h2.plain
val, vec = np.linalg.eigh(h2.s0 + 1j*b*s_b)
vec = vec / np.sqrt(val)
hm = h2.h0 + 1j*(b*h_b + m*h_m) + b*m*h2.h_bm
hm = vec.conj().T @ hm @ vec
lm = vec.conj().T @ (l0 + 1j*b*l1) @ vec
one = np.eye(len(val))
big = np.kron(hm, one) + np.kron(one, hm)
big = big + ein('Ppr,Pqs->pqrs', lm, lm).reshape(big.shape)
err_fci = abs(e_cc - np.linalg.eigvalsh(big)[0])
assert err_fci < 1e-7
print(f'H2 in field, CCSD - full CI: {err_fci:.1e} hartree', flush=True)

cases = {'F in HF': (('F', 'H'), 1.73), 'C in CO': (('C', 'O'), 2.13),
         'N in N2': (('N', 'N'), 2.07)}
bases = {'S': '6-31g', 'D': 'cc-pvdz', 'T': 'cc-pvtz', 'Q': 'cc-pvqz'}

sig, e2 = {}, {}
for name, (atoms, bond) in cases.items():
    for key, basis in bases.items():
        fit = 'cc-pvqz-jkfit' if key == 'Q' else 'cc-pvtz-jkfit'
        d = setup(atoms, bond, basis, fit=fit)
        with_cc = key in 'SD' or (key == 'T' and name == 'F in HF')
        sig[name, key] = shielding(d, with_cc)
        e2[name, key] = mp2(d.l0, d.sign, d.eps0, d.orb0, d.nocc)
        if name == 'F in HF' and key == 'S':
            # Gauge-origin invariance at all levels of theory.
            moved = shielding(setup(atoms, bond, basis, origin=bond), True)
            err_gauge = abs(moved - sig[name, key]).max()
            assert err_gauge < 0.1
            print(f'origin moved F to H, largest change: {err_gauge:.4f} ppm',
                  flush=True)
        if name == 'F in HF' and key == 'D':
            # Zero-field energies from an independent CCSD(T) program.
            mf = scf.RHF(d.mol)
            mf._eri = ao2mo.restore(8, d.packed.T @ d.packed,
                                    d.mol.nao_nr())
            mf.conv_tol = 1e-12
            mf.kernel()
            ref = cc.CCSD(mf)
            ref.conv_tol, ref.conv_tol_normt = 1e-10, 1e-8
            ref.kernel()
            ours = coupled_cluster(d.h0, d.l0, d.sign, d.eps0, d.orb0,
                                   d.nocc)
            err_cc = max(abs(ours[0] - ref.e_corr),
                         abs(ours[1] - ref.ccsd_t()))
            assert err_cc < 1e-6
            print(f'HF molecule, CCSD and (T) vs pyscf: {err_cc:.1e} hartree',
                  flush=True)
        if name == 'N in N2' and key == 'D':
            # Hellmann-Feynman, step size and fitting basis.
            s, h, fac = field_matrices(d, B_STEP, 0.0)
            _, _, orb = hartree_fock(s, h, fac, d.orb0[:, :d.nocc])
            dens = orb[:, :d.nocc] @ orb[:, :d.nocc].T
            slope = 2*np.sum((d.h_m + B_STEP*d.h_bm) * dens)
            err_hf = abs(PPM * slope / B_STEP - sig[name, key][0])
            half = shielding(d, b=B_STEP/2, m=M_STEP/2)
            err_step = abs(half - sig[name, key][:2]).max()
            rich = setup(atoms, bond, basis, fit='cc-pvqz-jkfit')
            err_fit = abs(shielding(rich) - sig[name, key][:2]).max()
            assert err_hf < 0.1 and err_step < 0.15 and err_fit < 0.5
            print(f'N2 Hellmann-Feynman vs difference: {err_hf:.4f} ppm')
            print(f'N2 change on halving both steps: {err_step:.4f} ppm')
            print(f'N2 change with larger fitting set: {err_fit:.4f} ppm',
                  flush=True)

# Two-point formula on an exactly known partial-wave series.
exact = np.pi**4 / 6
for shift in (0, 1):
    part = [sum((l + 0.5)**-4 for l in range(x + shift)) for x in (3, 4)]
    left_over = abs((cubic_limit(part[0], 3, part[1], 4) - exact)
                    / (part[1] - exact))
    assert left_over < (0.1, 0.5)[shift]
    print(f'series, tail from l=X+{shift}: error left {left_over:.3f}')

law = (3**-3 - 4**-3) / (2**-3 - 3**-3)
print(f'steps B={B_STEP}, m={M_STEP} au; alpha^2={PPM:.4f} ppm')
print(f'X^-3 law, step ratio (Q-T)/(T-D): {law:.4f}')
print('S=6-31G; D,T,Q=cc-pVDZ,TZ,QZ; shieldings in ppm')
for name, (_, bond) in cases.items():
    hf = [sig[name, k][0] for k in 'DTQ']
    inc = [sig[name, k][1] - sig[name, k][0] for k in 'DTQ']
    en = [e2[name, k] for k in 'DTQ']
    assert en[0] > en[1] > en[2]
    delta = {k: sig[name, k][3] - sig[name, k][1] for k in 'SDT'
             if len(sig[name, k]) == 4}
    dt = cubic_limit(inc[0], 2, inc[1], 3)
    tq = cubic_limit(inc[1], 3, inc[2], 4)
    guess_q = dt + (inc[1] - dt) * 27 / 64
    print(f'--- {name}, bond {bond} bohr')
    print('HF D,T,Q: ' + ' '.join(f'{a:.2f}' for a in hf))
    print('MP2-HF D,T,Q: ' + ' '.join(f'{a:.2f}' for a in inc))
    for label, seq in (('HF', hf), ('MP2-HF', inc)):
        first, second = np.diff(seq)
        kind = 'monotonic' if first*second > 0 else 'NON-monotonic'
        print(f'{label} steps {first:.2f} {second:.2f} '
              f'ratio {second/first:.3f} {kind}')
    print('MP2 energy D,T,Q: ' + ' '.join(f'{a:.5f}' for a in en)
          + f' hartree, ratio {np.diff(en)[1]/np.diff(en)[0]:.3f}')
    print(f'MP2-HF limit from DT {dt:.2f}, from TQ {tq:.2f}')
    print(f'MP2-HF at Q predicted from DT {guess_q:.2f}')
    print(f'D: CCSD {sig[name, "D"][2]:.2f}, CCSD(T) {sig[name, "D"][3]:.2f}')
    print('CCSD(T)-MP2: ' + ', '.join(f'{k} {a:.2f}'
                                      for k, a in delta.items()))
    print(f'additivity error S->D: {delta["D"] - delta["S"]:.2f}')
    if 'T' in delta:
        miss = delta['T'] - delta['D']
        assert abs(miss) < abs(delta['T'])
        print(f'additivity error D->T: {miss:.2f}')
    print(f'composite shielding: {hf[2] + tq + delta["D"]:.2f}')
print('OK')
```

It prints:

```
H2 in field, CCSD - full CI: 1.1e-11 hartree
origin moved F to H, largest change: 0.0000 ppm
HF molecule, CCSD and (T) vs pyscf: 8.8e-10 hartree
N2 Hellmann-Feynman vs difference: 0.0106 ppm
N2 change on halving both steps: 0.0509 ppm
N2 change with larger fitting set: 0.0376 ppm
series, tail from l=X+0: error left 0.038
series, tail from l=X+1: error left 0.320
steps B=0.005, m=0.001 au; alpha^2=53.2514 ppm
X^-3 law, step ratio (Q-T)/(T-D): 0.2434
S=6-31G; D,T,Q=cc-pVDZ,TZ,QZ; shieldings in ppm
--- F in HF, bond 1.73 bohr
HF D,T,Q: 424.17 415.89 415.15
MP2-HF D,T,Q: 8.68 9.56 10.39
HF steps -8.27 -0.74 ratio 0.090 monotonic
MP2-HF steps 0.89 0.82 ratio 0.926 monotonic
MP2 energy D,T,Q: -0.20366 -0.28508 -0.32883 hartree, ratio 0.537
MP2-HF limit from DT 9.94, from TQ 10.99
MP2-HF at Q predicted from DT 9.78
D: CCSD 427.67, CCSD(T) 427.30
CCSD(T)-MP2: S -6.48, D -5.55, T -5.37
additivity error S->D: 0.93
additivity error D->T: 0.17
composite shielding: 420.59
--- C in CO, bond 2.13 bohr
HF D,T,Q: -2.21 -18.75 -22.90
MP2-HF D,T,Q: 44.85 37.21 35.76
HF steps -16.53 -4.15 ratio 0.251 monotonic
MP2-HF steps -7.64 -1.45 ratio 0.189 monotonic
MP2 energy D,T,Q: -0.29058 -0.37988 -0.43684 hartree, ratio 0.638
MP2-HF limit from DT 33.99, from TQ 34.71
MP2-HF at Q predicted from DT 35.35
D: CCSD 32.63, CCSD(T) 36.27
CCSD(T)-MP2: S -17.06, D -6.36
additivity error S->D: 10.70
composite shielding: 5.45
--- N in N2, bond 2.07 bohr
HF D,T,Q: -84.12 -102.99 -107.08
MP2-HF D,T,Q: 79.36 69.63 68.99
HF steps -18.86 -4.10 ratio 0.217 monotonic
MP2-HF steps -9.73 -0.64 ratio 0.066 monotonic
MP2 energy D,T,Q: -0.30985 -0.39908 -0.45527 hartree, ratio 0.630
MP2-HF limit from DT 65.53, from TQ 68.52
MP2-HF at Q predicted from DT 67.26
D: CCSD -25.02, CCSD(T) -21.96
CCSD(T)-MP2: S -38.99, D -17.20
additivity error S->D: 21.80
composite shielding: -55.77
OK
```
